# Effective sample size of a weighted ion-implantation run: a numerical check

```python
"""Effective sample size of a weighted Monte Carlo ion-implantation run.

Result under test: for independent histories with fixed weights w_i and
scores of equal variance sigma^2, the weighted mean sum(w x)/sum(w) has
variance sigma^2/n_eff, where n_eff = (sum w)^2 / sum(w^2).
For 100 histories of weight 1 and 900 of weight 0.1, n_eff is about 331.

inner: 100 histories entering the inner 100 nm of a mask window (weight 1)
edge : 900 histories entering the 90 nm edge strip (weight 0.1)
Depths are in nm; the boron-in-silicon range values are rough.
"""
import numpy as np
from scipy.stats import binom, norm

rng = np.random.default_rng(12345)
n_inner, n_edge = 100, 900
w_inner, w_edge = 1.0, 0.1
width_inner, width_edge = 100.0, 90.0      # nm
mean_depth, spread = 100.0, 40.0           # nm, boron near 30 keV, rough
deep_limit = 150.0                         # nm
runs, chunk = 20000, 2000

weights = np.r_[np.full(n_inner, w_inner), np.full(n_edge, w_edge)]
n = len(weights)
sum_w, sum_w2 = weights.sum(), (weights**2).sum()
n_eff = sum_w**2 / sum_w2
rel_spread_w = weights.std() / weights.mean()

# The weights must be the inverse sampling densities of the two strips.
assert np.isclose(w_inner * n_inner / width_inner,
                  w_edge * n_edge / width_edge)
assert np.isclose(n / (1 + rel_spread_w**2), n_eff)


def yes_no_moments(p_inner, p_edge):
    """Mean and variance of the weighted fraction, summed over all outcomes."""
    k_inner = np.arange(n_inner + 1)[:, None]
    k_edge = np.arange(n_edge + 1)[None, :]
    prob = binom.pmf(k_inner, n_inner, p_inner) * binom.pmf(
        k_edge, n_edge, p_edge)
    value = (w_inner * k_inner + w_edge * k_edge) / sum_w
    mean = (prob * value).sum()
    return mean, (prob * (value - mean)**2).sum()


# Equal groups: full enumeration against sigma^2/n_eff.
p_deep = norm.sf((deep_limit - mean_depth) / spread)
mean_deep, var_deep = yes_no_moments(p_deep, p_deep)
n_eff_enumerated = p_deep * (1 - p_deep) / var_deep
assert abs(mean_deep - p_deep) < 1e-9
assert abs(n_eff_enumerated / n_eff - 1) < 1e-7


def var_two_spreads(var_inner, var_edge):
    """Variance of the weighted mean when the groups differ in variance."""
    return (n_inner * w_inner**2 * var_inner
            + n_edge * w_edge**2 * var_edge) / sum_w**2


# Unequal groups: enumeration with clearly different yes/no variances.
_, var_unequal = yes_no_moments(0.02, 0.5)
assert abs(var_unequal / var_two_spreads(0.02 * 0.98, 0.25) - 1) < 1e-7

# Repeated runs, skewed depth law, edge ions stopping 10 nm shallower.
edge_shift = -10.0                         # nm
shape, scale = (mean_depth / spread)**2, spread**2 / mean_depth
weighted, plain = [], []
for _ in range(runs // chunk):
    depth = rng.gamma(shape, scale, size=(chunk, n))
    depth[:, n_inner:] += edge_shift
    weighted.append(depth @ weights / sum_w)
    plain.append(depth.mean(axis=1))
weighted, plain = np.concatenate(weighted), np.concatenate(plain)
n_eff_simulated = spread**2 / weighted.var(ddof=1)
# The variance from 20000 runs scatters by about 1 %.
assert abs(n_eff_simulated / n_eff - 1) < 0.04

# True window average: mean depth averaged over uniform entry positions.
entry = np.arange(0.5, width_inner + width_edge, 1.0)
window_mean = np.where(entry < width_inner, mean_depth,
                       mean_depth + edge_shift).mean()
plain_expected = mean_depth + edge_shift * n_edge / n
plain_bias = plain_expected - window_mean
se_weighted = spread / np.sqrt(n_eff)
se_plain = spread / np.sqrt(n)
# Averages over 20000 runs scatter by 0.016 nm and 0.009 nm.
assert abs(weighted.mean() - window_mean) < 0.08
assert abs(plain.mean() - plain_expected) < 0.05
rms_plain = np.hypot(plain_bias, se_plain)
rms_plain_simulated = np.sqrt(np.mean((plain - window_mean)**2))
assert abs(rms_plain_simulated / rms_plain - 1) < 0.02

# Light histories as 90 families of ten clones with correlation rho.
clones = 10
families = n_edge // clones


def n_eff_clones(rho):
    light = n_edge * w_edge**2 * (1 + (clones - 1) * rho)
    return sum_w**2 / (n_inner * w_inner**2 + light)


def simulate_clones(rho):
    means = []
    for _ in range(runs // chunk):
        inner = rng.standard_normal((chunk, n_inner))
        common = rng.standard_normal((chunk, families, 1))
        own = rng.standard_normal((chunk, families, clones))
        edge = np.sqrt(rho) * common + np.sqrt(1 - rho) * own
        means.append((w_inner * inner.sum(axis=1)
                      + w_edge * edge.sum(axis=(1, 2))) / sum_w)
    return 1 / np.concatenate(means).var(ddof=1)


clone_simulated = {rho: simulate_clones(rho) for rho in (0.5, 1.0)}
for rho, value in clone_simulated.items():
    assert abs(value / n_eff_clones(rho) - 1) < 0.04
assert np.isclose(n_eff_clones(1.0), n_inner + families)

# Sizes of neglected effects in the depth law, by sums on a fine grid.
step = 0.05
grid = np.arange(-500.0, 1200.0, step) + step / 2


def grid_moments(density):
    density = density / density.sum()
    mean = (density * grid).sum()
    return mean, np.sqrt((density * (grid - mean)**2).sum())


gauss = norm.pdf(grid, mean_depth, spread)
above_surface = gauss[grid < 0].sum() * step
cut_mean, cut_spread = grid_moments(np.where(grid > 0, gauss, 0.0))
tail_share, tail_mean, tail_spread = 0.10, 200.0, 80.0
mix_mean, mix_spread = grid_moments(
    (1 - tail_share) * gauss
    + tail_share * norm.pdf(grid, tail_mean, tail_spread))
assert abs(above_surface - norm.cdf(-mean_depth / spread)) < 1e-6
edge_spread = 1.2 * spread
se_wide_edge = np.sqrt(var_two_spreads(spread**2, edge_spread**2))

print(f"histories, weight {w_inner:g}: {n_inner}")
print(f"histories, weight {w_edge:g}: {n_edge}")
print(f"sum of weights: {sum_w:.1f}")
print(f"sum of squared weights: {sum_w2:.1f}")
print(f"effective sample size: {n_eff:.2f}")
print(f"ratio n_eff/n: {n_eff / n:.4f}")
print(f"mean weight: {weights.mean():.4f}")
print(f"standard deviation of weights: {weights.std():.4f}")
print(f"relative spread of weights squared: {rel_spread_w**2:.4f}")
print(f"heavy share of squared weights: {n_inner*w_inner**2/sum_w2:.4f}")
print(f"n_eff from full enumeration: {n_eff_enumerated:.2f}")
print(f"n_eff from {runs} simulated runs: {n_eff_simulated:.1f}")
print(f"rough mean depth: {mean_depth:.0f} nm")
print(f"rough depth spread: {spread:.0f} nm")
print(f"standard error, weighted mean: {se_weighted:.3f} nm")
print(f"standard error, 1000 equal weights: {se_plain:.3f} nm")
print(f"fraction deeper than {deep_limit:.0f} nm: {p_deep:.4f}")
print(f"standard error of that fraction: {np.sqrt(var_deep):.4f}")
print(f"edge shift tried: {edge_shift:.0f} nm")
print(f"true window mean with shift: {window_mean:.3f} nm")
print(f"simulated average of weighted mean: {weighted.mean():.3f} nm")
print(f"expected plain mean with shift: {plain_expected:.3f} nm")
print(f"simulated average of plain mean: {plain.mean():.3f} nm")
print(f"bias of plain mean: {plain_bias:.3f} nm")
print(f"rms error of plain mean: {rms_plain:.3f} nm")
print(f"edge spread tried: {edge_spread:.0f} nm")
print(f"standard error with that edge spread: {se_wide_edge:.3f} nm")
for rho, value in clone_simulated.items():
    print(f"n_eff, clone correlation {rho:.1f}: {n_eff_clones(rho):.1f}")
    print(f"  same, simulated: {value:.1f}")
print(f"Gaussian part above surface: {100 * above_surface:.2f} %")
print(f"mean depth after cutting it off: {cut_mean:.2f} nm")
print(f"spread after cutting it off: {cut_spread:.2f} nm")
print(f"channelled share tried: {100 * tail_share:.0f} %")
print(f"channelled mean depth tried: {tail_mean:.0f} nm")
print(f"channelled spread tried: {tail_spread:.0f} nm")
print(f"mean depth with channelled tail: {mix_mean:.1f} nm")
print(f"spread with channelled tail: {mix_spread:.1f} nm")
print(f"standard error with tail: {mix_spread / np.sqrt(n_eff):.3f} nm")
print("tests ok")
```

Output:

```
histories, weight 1: 100
histories, weight 0.1: 900
sum of weights: 190.0
sum of squared weights: 109.0
effective sample size: 331.19
ratio n_eff/n: 0.3312
mean weight: 0.1900
standard deviation of weights: 0.2700
relative spread of weights squared: 2.0194
heavy share of squared weights: 0.9174
n_eff from full enumeration: 331.19
n_eff from 20000 simulated runs: 330.2
rough mean depth: 100 nm
rough depth spread: 40 nm
standard error, weighted mean: 2.198 nm
standard error, 1000 equal weights: 1.265 nm
fraction deeper than 150 nm: 0.1056
standard error of that fraction: 0.0169
edge shift tried: -10 nm
true window mean with shift: 95.263 nm
simulated average of weighted mean: 95.260 nm
expected plain mean with shift: 91.000 nm
simulated average of plain mean: 91.000 nm
bias of plain mean: -4.263 nm
rms error of plain mean: 4.447 nm
edge spread tried: 48 nm
standard error with that edge spread: 2.238 nm
n_eff, clone correlation 0.5: 241.5
  same, simulated: 241.0
n_eff, clone correlation 1.0: 190.0
  same, simulated: 192.5
Gaussian part above surface: 0.62 %
mean depth after cutting it off: 100.71 nm
spread after cutting it off: 39.10 nm
channelled share tried: 10 %
channelled mean depth tried: 200 nm
channelled spread tried: 80 nm
mean depth with channelled tail: 110.0 nm
spread with channelled tail: 54.6 nm
standard error with tail: 3.000 nm
tests ok
```
